# Self-Trapped Does Not Mean Immobile: Tunnelling and Hopping of Small Polarons

**The argument under review.** The author considers a carrier that has distorted the lattice around itself and reasons as follows. "The distortion is a potential well of depth comparable to the binding energy. To move, the carrier must climb out, which costs an activation energy $E_a$. As $T\to0$ the factor $e^{-E_a/kT}$ vanishes, so a self-trapped carrier is permanently immobile in the cold, and at every other temperature its mobility is activated with $E_a$."

The distortion does form such a well, but the carrier need not climb out of it, and both conclusions fail. The well is not fixed to a site: the carrier made it, and an equal well can form on the next site at the same energy. What must be asked is how fast carrier and distortion move together, and what can prevent it.

## Model and binding energy

Take one carrier on a chain of spacing $a$, with transfer energy $J$ between neighbours. Each site has its own harmonic modes, linearly coupled to the carrier. For one mode of an occupied site,

$$\hbar\omega\,[b^\dagger b-g(b+b^\dagger)]=\hbar\omega\,[(b^\dagger-g)(b-g)-g^2].$$

The oscillator is displaced by $g$ and the energy falls by $g^2\hbar\omega$. Summed over modes, this is the binding energy $E_p$. A hop removes one distortion and creates another, so each mode frequency enters with strength $2g^2$. Let $s(\omega)$ be the density of these strengths, with

$$S=\int s\,d\omega,\qquad \lambda=\int s\,\hbar\omega\,d\omega=2E_p .$$

Here $\lambda$ is the energy cost of moving the carrier suddenly with the lattice held still.

## First omission: coherent tunnelling

Let $D_i$ be the product of the operators $e^{g(b^\dagger-b)}$ that distort site $i$. Between distorted states, the transfer $-J$ is multiplied by the lattice overlap operator $\theta=D_j^\dagger D_i$. In a thermal oscillator state $A=g(b^\dagger-b)$ is $i$ times a Gaussian variable of zero mean, so $\langle e^A\rangle=e^{\langle A^2\rangle/2}$. With phonon occupation $N$,

$$\langle A^2\rangle=-g^2(2N+1)=-g^2\coth\frac{\hbar\omega}{2kT}.$$

The two sites contribute equal factors, and therefore

$$J_{\rm eff}=J\langle\theta\rangle=Je^{-\phi/2},\qquad \phi=\int s\coth\frac{\hbar\omega}{2kT}\,d\omega .$$

At $T=0$ this is $Je^{-S/2}$: small, but not zero. It decreases on heating.

For two sites with energy difference $\varepsilon$, the effective Hamiltonian is $H=\tfrac{\varepsilon}{2}\sigma_z-J_{\rm eff}\sigma_x$. Since $H^2=E_0^2$ with $E_0^2=J_{\rm eff}^2+\varepsilon^2/4$,

$$e^{-iHt/\hbar}=\cos\frac{E_0t}{\hbar}-\frac{iH}{E_0}\sin\frac{E_0t}{\hbar},\qquad
P_2(t)=\frac{4J_{\rm eff}^2}{4J_{\rm eff}^2+\varepsilon^2}\sin^2\frac{E_0t}{\hbar}.$$

For $\varepsilon=0$ the polaron crosses completely in the time $\pi\hbar/(2J_{\rm eff})$, without climbing anything. This was tested by diagonalizing the original two-site Hamiltonian with one explicit oscillator per site, $g^2=2$ and $J=0.005\,\hbar\omega$. A carrier started in its relaxed distortion reaches the other site with probability 1.0000. With $\varepsilon=10J_{\rm eff}$ the largest probability is 0.0385, equal to $4/104$.

The second number warns against the opposite error. Cold alone does not ensure coherent motion; site-energy differences must also be small compared with $J_{\rm eff}$.

## Second omission: what activates the hop

The fluctuation $\theta-\langle\theta\rangle$ causes incoherent hops. To second order in $J$, the rate to one neighbour is

$$W=\frac{J^2}{\hbar^2}\int_{-\infty}^{\infty}dt\,\big[\langle\theta^\dagger(t)\theta(0)\rangle-\langle\theta\rangle^2\big].$$

For one oscillator let $A(t)=g(b^\dagger e^{i\omega t}-be^{-i\omega t})$. The commutator $[A(t),A(0)]=2ig^2\sin\omega t$ is a number, so

$$e^{-A(t)}e^{A(0)}=e^{A(0)-A(t)}\,e^{-ig^2\sin\omega t}.$$

The Gaussian rule, with $|1-e^{i\omega t}|^2=2(1-\cos\omega t)$, gives the average of the first factor as $\exp[-g^2(1-\cos\omega t)\coth(\hbar\omega/2kT)]$. Including both sites and all modes,

$$\langle\theta^\dagger(t)\theta(0)\rangle=e^{-\phi}\exp\int s\Big[\coth\frac{\hbar\omega}{2kT}\cos\omega t-i\sin\omega t\Big]d\omega .$$

For a smooth band of modes lying wholly above zero frequency, the correlation tends to $e^{-\phi}=\langle\theta\rangle^2$ at long times, so the difference decays and the integration path may be shifted to $t-i\hbar/2kT$. With $x=\hbar\omega/2kT$, the terms in $\sin\omega t$ cancel and the coefficient of $\cos\omega t$ becomes $(\cosh^2x-\sinh^2x)/\sinh x$. Hence

$$W=\frac{J_{\rm eff}^2}{\hbar^2}\int_{-\infty}^{\infty}dt\,[e^{C(t)}-1-C(t)],\qquad C(t)=\int\frac{s(\omega)\cos\omega t}{\sinh(\hbar\omega/2kT)}\,d\omega .$$

Subtracting $C$ changes nothing, because its time integral picks out zero frequency, where this band has no modes.

**High temperature.** When $C(0)$ is large, short times dominate. The exponent at $t=0$ is

$$C(0)-\phi=-\int s\,\frac{\cosh x-1}{\sinh x}\,d\omega=-\int s\tanh\frac{\hbar\omega}{4kT}\,d\omega\;\to\;-\frac{\lambda}{4kT}.$$

Expanding the cosine adds $-\tfrac12t^2\int s\omega^2/\sinh x\,d\omega\to-\lambda kTt^2/\hbar^2$. The Gaussian integral is $\hbar\sqrt{\pi/(\lambda kT)}$, and with $E_a=\lambda/4$,

$$W=\frac{J^2}{\hbar}\sqrt{\frac{\pi}{4E_akT}}\;e^{-E_a/kT}.$$

This needs $kT\gg\hbar\omega/4$. The next term of the hyperbolic tangent raises the exponent by about $(E_a/3kT)(\hbar\omega/4kT)^2$, which must also be small; for a high barrier this is the stricter condition. There must also be enough spread in mode frequencies to suppress revivals of $C(t)$ after each phonon period.

The barrier has a simple geometry. Let $q_1,q_2$ be scaled site distortions. With the carrier on site 1 the lattice energy is $(q_1^2+q_2^2)/2-\sqrt\lambda\,q_1$, whose minimum is $-\lambda/2$. The two sites are degenerate when $q_1=q_2=q$; then $q^2-\sqrt\lambda\,q$ has its minimum at $-\lambda/4$. The difference is $\lambda/4=E_p/2$. The carrier does not climb out of its well; the lattice fluctuates until two half-formed wells match.

**Low temperature.** Now $C$ is small and the bracket becomes $C^2/2$. The time integral of $\cos\omega t\cos\omega't$ is $\pi\delta(\omega-\omega')$ for positive frequencies, and $1/\sinh^2x=4N(N+1)$. Thus

$$W=\frac{2\pi J_{\rm eff}^2}{\hbar^2}\int s^2N(N+1)\,d\omega .$$

One phonon is absorbed and one of equal energy emitted. The temperature dependence is set by a phonon energy, not by $E_a$, so the author's universal activation law fails as well.

## Combining the two channels

Suppose jumps to each neighbour occur independently at rate $W$, and let $\gamma$ be an additional dephasing rate. Each site loses population at $2W$, so a coherence between two sites decays at $\Gamma=2W+\gamma$. This is a modelling assumption, and the crossover below is an estimate. Neighbouring bonds in fact share a site and its modes. Independent jumps also leave out the correlation $\langle\theta(t)\theta(0)\rangle-\langle\theta\rangle^2$ on a single bond, whose rate $W'$ is the integral for $W$ with $C\to-C$. It couples a neighbour coherence to its conjugate, so the current decays at $2W+W'+\gamma$, and $W'$ equals $W$ at low temperature. For the weaker case below, keeping these correlations lowers $D$ at 100 K by 20 to 25% and moves its minimum from 139 K to about 136 K; the values at 20 and 300 K are unchanged.

Let $\mathcal T$ shift the carrier by one site. From $H=-J_{\rm eff}(\mathcal T+\mathcal T^\dagger)$ and $[x,\mathcal T]=a\mathcal T$, the velocity is

$$v=\frac{i}{\hbar}[H,x]=\frac{iJ_{\rm eff}a}{\hbar}(\mathcal T-\mathcal T^\dagger),\qquad
v^2=\frac{J_{\rm eff}^2a^2}{\hbar^2}(2-\mathcal T^2-\mathcal T^{\dagger2}).$$

For a start on one site $\langle\mathcal T^2\rangle=0$. It stays zero, because $\mathcal T^2$ commutes with $H$ and dephasing can only damp it. With $Q=\langle xv+vx\rangle$,

$$\frac{d\langle x^2\rangle}{dt}=2Wa^2+Q,\qquad \frac{dQ}{dt}=\frac{4J_{\rm eff}^2a^2}{\hbar^2}-\Gamma Q .$$

At long times $Q=4J_{\rm eff}^2a^2/(\hbar^2\Gamma)$. Since $\langle x^2\rangle=2Dt$,

$$D=a^2\left[W+\frac{2J_{\rm eff}^2}{\hbar^2\Gamma}\right].$$

The coherent path length is $\sqrt{\langle v^2\rangle}/\Gamma=\sqrt2\,aJ_{\rm eff}/(\hbar\Gamma)$. If it is shorter than $a$, the second term describes incoherent tunnelling, not band motion.

A site-energy difference weakens that term. For two sites with populations $p_1,p_2$ and coherence $c$,

$$\dot c=-\Big(\Gamma+\frac{i\varepsilon}{\hbar}\Big)c+\frac{iJ_{\rm eff}}{\hbar}(p_2-p_1),\qquad \dot p_1=\frac{2J_{\rm eff}}{\hbar}\,{\rm Im}\,c .$$

If $\Gamma$ is fast compared with the transfer, setting $\dot c=0$ gives $\dot p_1=R(p_2-p_1)$ with

$$R=\frac{2J_{\rm eff}^2\Gamma}{\hbar^2\Gamma^2+\varepsilon^2}.$$

## Two cases with numbers

Both cases use $a=0.4$ nm, $J=5$ meV, $\hbar\gamma=1$ µeV and a semi-elliptic phonon band from 20 to 30 meV. Only the coupling differs. The strong case has $E_a=0.4$ eV, roughly the regime of the self-trapped hole in NaCl, so $\lambda=1.6$ eV and $S=1.6/0.025=64$. The weaker case is an unnamed model with $E_a=0.075$ eV and $S=12$.

**Strong coupling.** At 20 K, $J_{\rm eff}=5\ {\rm meV}\times e^{-32}=6.3\times10^{-17}$ eV. An ideal isolated pair would complete a transfer in 16 s, but $\hbar\gamma$ exceeds $J_{\rm eff}$ by ten orders of magnitude. The dephased rate is

$$\frac{2J_{\rm eff}^2}{\hbar(\hbar\Gamma)}=\frac{2(6.33\times10^{-17})^2}{(6.58\times10^{-16})(10^{-6})}\ {\rm s^{-1}}\approx1.2\times10^{-11}\ {\rm s^{-1}}.$$

With two neighbours the mean stay is about 1300 years. A site-energy difference of 1 meV reduces this tunnelling rate by a further factor of a million, to about $10^{-17}$ s⁻¹. That is the size of the two-phonon hopping rate $W$ at 20 K, which then sets the floor. For practical purposes the author's carrier is indeed frozen here, but because $J_{\rm eff}$ is so small, not because motion is forbidden.

The same carrier at 300 K has $W=8.7\times10^4$ s⁻¹ and stays 5.7 µs on a site. The classical formula gives $6.3\times10^4$ s⁻¹. Most of the difference comes from the exponent: $64\tanh(0.242)=15.2$ replaces $E_a/kT=15.5$. The local slope of $\ln(W\sqrt T)$ corresponds to 0.376 eV, still below $E_a$; at 1200 K, used purely to test the formula, it is 0.398 eV.

**Weaker coupling.** At 20 K, $J_{\rm eff}=12.4$ µeV exceeds $\hbar\Gamma\approx1$ µeV, and the coherent path is $\sqrt2\times12.4\times0.4\ {\rm nm}\approx7$ nm. This polaron is self-trapped, with a binding energy of 0.15 eV, and yet, when all site energies are equal, it moves coherently over many sites. On heating, $J_{\rm eff}$ falls while $W$ rises. They meet, $\hbar W=J_{\rm eff}$, near 130 K. With $\gamma$ held fixed, the diffusion coefficient changes as follows:

| $T$ (K) | $D$ (cm²/s) |
|---:|---:|
| 20 | $7.5\times10^{-4}$ |
| 139 (minimum) | $1.1\times10^{-5}$ |
| 300 | $7.5\times10^{-5}$ |

The author's law would make $D$ fall steadily on cooling. At 20 K the slope of $\ln W$ corresponds to 22.6 meV, inside the phonon band and far below $E_a=75$ meV.

Two approximations can be sized. For a single 25 meV mode, the exact two-site splitting is 1% larger than $2J_{\rm eff}$ at this coupling. Acoustic modes matter more for the cold hopping rate. Taking their $s(\omega)\propto\omega^3$ up to 20 meV, with an assumed total strength of 0.5, their two-phonon rate is 0.3 times the optical one at 20 K but about 800 times it at 10 K. The low-temperature $W$ of a real crystal therefore need not follow the optical-phonon slope.

## Bearing on wide-gap devices

A field tilts the chain by $eFa$ per site. Coherent motion within a band of width $4J_{\rm eff}$ is then confined, apart from small tails, to a distance of about $4J_{\rm eff}/(eF)$. This equals one spacing at 1.2 kV/cm for the weaker model at 20 K, and at $6\times10^{-9}$ V/cm for the strong one. At a device field of 0.1 MV/cm neither carrier moves as a band particle. Phonon-assisted hopping survives: the field changes the forward and backward barriers by about $\mp eFa/2$, and since $eFa/(2kT)=0.077$ at 300 K, the drift is still linear in field. At 1 MV/cm this parameter is 0.77, and the factor $\sinh(0.77)/0.77$ alone would raise the drift by 10% above the linear law. The classical rate also acquires the factor $\exp[-(eFa)^2/(16E_akT)]$, which lowers the correction to about 9% for the strong case and 5% for the weaker one. The full rate integral with the bias included confirms the 9%, but for the weaker case it keeps the drift within about 1% of the linear law at both fields.

For the strong case at 300 K, $\mu=eD/kT=5.4\times10^{-9}$ cm²/Vs. Drift through 100 nm at 0.1 MV/cm takes

$$\frac{10^{-5}\ {\rm cm}}{(5.4\times10^{-9})(10^5)\ {\rm cm/s}}\approx19\ {\rm ms}.$$

In this model such a hole hardly moves during a microsecond pulse, in which it hops with a probability of about 16%, but it can cross the layer well within a second of steady bias. Treating it as permanent fixed charge would be wrong for the longer time.

NaCl is a wide-gap insulator, not a power semiconductor, and serves here as a case of strong self-trapping. Its hole sits on a pair of chlorine ions and can reorient in three dimensions, so a chain of single sites gives an order of magnitude at best. The barrier is a rough value: a change of 0.05 eV alters the 300 K rate about sevenfold. The value of $J$ is chosen, and $W\propto J^2$ holds while hops at a crossing are rare; here their probability is 0.027 per crossing. If every crossing succeeded at the same barrier, the rate would approach $(\omega_0/2\pi)e^{-E_a/kT}\approx1.2\times10^6$ s⁻¹, with $\hbar\omega_0=25$ meV, some eighteen times the classical rate of $6.3\times10^4$ s⁻¹. Defects that bind the hole more deeply would lengthen the transit.

## Recommendation

The claim of permanent immobility should be withdrawn. The author should report $J_{\rm eff}$ beside $\hbar\Gamma$, the site-energy spread and $eFa$. If $J_{\rm eff}$ is well above the others, the cold polaron tunnels coherently over several sites. If it is far smaller, the polaron may be frozen for any practical time. The classical rate with barrier $E_a$ should be used only where $kT$ is well above $\hbar\omega/4$ and the correction $(E_a/3kT)(\hbar\omega/4kT)^2$ to its exponent is small. The numerical output gives both cases at intermediate temperatures. Its entry "stay" is $a^2/(2D)$, which is a residence time only where the coherent path is shorter than $a$; it is not one for the weaker case at 20, 50 and 100 K.

## Calculated quantities

```
site spacing = 0.40 nm
phonon centre, half-width = 25.0, 5.0 meV
bare transfer J = 5.0 meV
additional dephasing energy = 1.0 ueV
two-site test: largest transfer without bias = 1.0000
two-site test: with bias 10 Jeff = 0.0385
NaCl-like: Ea = 0.400 eV, lambda = 1.600 eV, binding = 0.800 eV, S = 64.0
 20 K: Jeff=6.332e-17 eV, W=1.817e-17 1/s, D=1.949e-26 cm2/s, mu=1.131e-23 cm2/Vs, stay=4.105e+10 s
 77 K: Jeff=1.238e-17 eV, W=3.801e-09 1/s, D=6.082e-24 cm2/s, mu=9.166e-22 cm2/Vs, stay=1.315e+08 s
 150 K: Jeff=9.211e-22 eV, W=1.765e-01 1/s, D=2.824e-16 cm2/s, mu=2.185e-14 cm2/Vs, stay=2.833e+00 s
 300 K: Jeff=2.876e-34 eV, W=8.725e+04 1/s, D=1.396e-10 cm2/s, mu=5.400e-09 cm2/Vs, stay=5.730e-06 s
 classical W at 300 K = 6.312e+04 1/s
 slope of W*sqrt(T) at 300 K = 0.3758 eV
 hop probability per crossing at 300 K = 0.027
 field with eFa = 4 Jeff at 20 K = 6.332e-09 V/cm
weaker: Ea = 0.075 eV, lambda = 0.300 eV, binding = 0.150 eV, S = 12.0
 20 K: Jeff=1.239e-05 eV, W=2.447e+04 1/s, D=7.467e-04 cm2/s, mu=4.333e-01 cm2/Vs, stay=1.071e-12 s
 50 K: Jeff=1.187e-05 eV, W=7.918e+07 1/s, D=6.208e-04 cm2/s, mu=1.441e-01 cm2/Vs, stay=1.289e-12 s
 100 K: Jeff=5.952e-06 eV, W=1.679e+09 1/s, D=5.634e-05 cm2/s, mu=6.538e-03 cm2/Vs, stay=1.420e-11 s
 150 K: Jeff=1.535e-06 eV, W=7.095e+09 1/s, D=1.246e-05 cm2/s, mu=9.640e-04 cm2/Vs, stay=6.420e-11 s
 300 K: Jeff=6.941e-09 eV, W=4.673e+10 1/s, D=7.477e-05 cm2/s, mu=2.892e-03 cm2/Vs, stay=1.070e-11 s
 classical W at 300 K = 4.201e+10 1/s
 slope of W*sqrt(T) at 300 K = 0.0665 eV
 hop probability per crossing at 300 K = 0.063
 field with eFa = 4 Jeff at 20 K = 1.239e+03 V/cm
NaCl-like ideal transfer time at 20 K = 1.633e+01 s
NaCl-like stay at 20 K = 1.302e+03 years
quantum/classical hopping ratio at 1200 K = 1.0064
NaCl-like slope of W*sqrt(T) at 1200 K = 0.3982 eV
weaker slope of W at 20 K = 22.61 meV
weaker: hbar W = Jeff at T = 129.5 K
weaker: diffusion minimum at T = 139.2 K
weaker: minimum D = 1.149e-05 cm2/s
weaker: coherent path at 20 K = 7.01 nm
weaker: 4 Jeff/kT at 20 K = 0.0288
weaker: exact/first-order two-site splitting = 1.0098
acoustic estimate: S = 0.5, top energy = 20.0 meV
 acoustic/optical two-phonon rate at 10 K = 8.451e+02
 acoustic/optical two-phonon rate at 20 K = 2.924e-01
NaCl-like tunnelling factor for 1.0 meV site bias at 20 K = 1.000e-06
device field = 0.10 MV/cm, layer = 100 nm
NaCl-like drift time at 300 K = 1.852e-02 s
field correction parameter eFa/(2kT) at 300 K = 0.0774
```
